# The lamellar period of a strongly segregated symmetric diblock copolymer, part 1

(Sections cited here and not found follow in the second part.)

## Chain stretching and interfacial tension

Suppose that a lamellar diblock copolymer must be redesigned to print lines at half the present pitch. If the period were taken to follow the size of a free polymer coil, which grows as the square root of the chain length, the chain would be cut to a quarter. In the strongly segregated melt the period follows the two-thirds power instead. The shorter chain would then give $4^{-2/3}=0.40$ of the old pitch, 21 % below the target of one half, and the lamellae would not fit the guide pattern made for them. By this law the chain should have been cut by a factor of $2^{3/2}=2.8$, with the chemistry held fixed. That holds only if the shorter chain is still strongly segregated, because the cut weakens the segregation by the same factor, and a chain that is too short forms no lamellae at all. A prediction of the pitch itself, and not just of its ratio, needs the numerical prefactor too.

The period is set by two opposing tendencies. Thick lamellae have little interface per chain, which saves interfacial energy, but they force the chains to stretch. Both costs can be calculated for a simple model of the melt.

Each chain has $N$ segments, $N/2$ of type A followed by $N/2$ of type B. All chains have the same length. Both kinds of segment occupy the volume $v$, and the melt is incompressible, so the segments fill space at the density $1/v$. The statistical segment length $b$, equal for A and B, is defined by the free chain: its mean square end-to-end distance is $Nb^2$. The repulsion is described by $\chi$, defined such that a mixture with local A fraction $\phi$ has the interaction energy $kT\chi\phi(1-\phi)$ per segment volume $v$. Chain energies $F$ are given in units of $kT$; no electronic constant enters.

The period $D$ is the thickness of one A layer plus one B layer. By symmetry each layer has thickness $D/2$. The chains cross the interfaces at their junctions, so each layer is filled by blocks attached to its two faces. If the blocks from each face fill the nearer half of the layer, each set forms a brush of height

$$h=\frac{D}{4}.$$

A column of unit cross-section and height $D$ holds $D/(Nv)$ chains and two interfaces. Each interface therefore carries $D/(2Nv)$ junctions per unit area, and the interfacial area per chain is

$$a=\frac{2Nv}{D}.$$

The cost of stretching comes from the statistics of the chain. Let the displacement $\Delta\mathbf r$ between neighbouring segments have a probability proportional to $\exp(-3\Delta\mathbf r^2/2b^2)$. Its mean square is $b^2$, as the definition of $b$ requires. The negative logarithm of the weight of a whole path is the sum of $3\Delta\mathbf r^2/2b^2$ over its steps. The lamellae vary only along their normal $z$, so the components parallel to the layers keep their free statistics and drop out. For a smooth path $z(s)$ of a block with $n$ segments, the remaining cost is

$$F[z]=\frac{3}{2b^2}\int_0^n\left(\frac{dz}{ds}\right)^2ds .$$

Here $s=0$ is the free end of the block, $s=n$ is its junction, and $z$ is the distance from the interface that holds the junction, so that $z(n)=0$. This treats the interface as thin compared with the layer. It also keeps only the cost of smooth dominant paths. Fluctuations about these paths and the entropy of placing the chain ends are left out. They are corrections when the stretching energy is many $kT$ per chain, which is the strong-stretching limit.

The task is to find the least average cost when the blocks must fill the layer uniformly. A lower bound follows from an inequality for a single path. Set $k=\pi/(2n)$ and start from a square, which cannot be negative:

$$0\le\int_0^n\left[z'+k\tan(ks)\,z\right]^2ds .$$

Expanding it gives $z'^2+k\tan(ks)\,(z^2)'+k^2\tan^2(ks)\,z^2$, because $2zz'=(z^2)'$. The middle term is integrated by parts:

$$\int_0^n k\tan(ks)\,(z^2)'\,ds=\Big[k\tan(ks)\,z^2\Big]_0^n-\int_0^n\frac{k^2z^2}{\cos^2(ks)}\,ds .$$

The boundary term vanishes at $s=0$ because the tangent does. Near $s=n$ the tangent diverges, but $k\tan(ks)\le1/(n-s)$. Since $z(n)=0$, the Cauchy–Schwarz inequality gives $z(s)^2\le(n-s)\int_s^n z'^2\,ds$. The boundary term is therefore at most $\int_s^n z'^2\,ds$, which goes to zero for a path of finite cost. With $1/\cos^2-\tan^2=1$, what remains is

$$\int_0^n z'^2\,ds\ \ge\ \frac{\pi^2}{4n^2}\int_0^n z^2\,ds .$$

Equality requires the bracket in the square to vanish, $z'=-k\tan(ks)\,z$, whose solution is $z=z_0\cos(ks)$. Here $z_0$ is the position of the free end.

Uniform filling now fixes the right-hand side on average. In a brush of height $h$, each block contributes on average $n\,dz/h$ segments to the slice between $z$ and $z+dz$. Hence

$$\left\langle\int_0^n z^2\,ds\right\rangle=\frac nh\int_0^h z^2\,dz=\frac{nh^2}{3}.$$

The average stretching cost of a block then obeys

$$\langle F\rangle\ge\frac{3}{2b^2}\,\frac{\pi^2}{4n^2}\,\frac{nh^2}{3}=\frac{\pi^2h^2}{8nb^2}.$$

This assumed that each brush keeps to its own half of the layer. Interpenetration does not lower the bound. Let the layer extend from $0$ to $2h$, and let $\eta(z)$ be the fraction of the segments at $z$ that belong to blocks attached at $z=0$. Per unit area, the sum of squared distances from the proper interface is

$$\frac1v\int_0^{2h}\left[\eta z^2+(1-\eta)(2h-z)^2\right]dz .$$

At each $z$ the bracket is smallest when the whole density is assigned to the nearer interface. The minimum is $2h^3/(3v)$. Dividing by the number of blocks per unit area, $2h/(nv)$, gives $nh^2/3$ again. So in this limit the brushes meet at the middle of the layer without overlapping.

A bound is useful as a value only if it can be reached. Every path must then have the form $z_0\cos(ks)$, and the free ends must be distributed so that these paths fill the brush uniformly. Let $g(z_0)\,dz_0$ be the fraction of blocks whose ends lie in $dz_0$. A path with $z_0>z$ passes $z$ once, at the speed

$$|z'|=kz_0\sin(ks)=k\sqrt{z_0^2-z^2},$$

and it leaves $dz/|z'|$ segments in the slice $dz$. The end density

$$g(z_0)=\frac{z_0}{h\sqrt{h^2-z_0^2}}$$

is normalized, since its integral from $0$ to $h$ is one. With $t=z_0^2$, the number of segments per block and per unit height is

$$\int_z^h\frac{g(z_0)\,dz_0}{k\sqrt{z_0^2-z^2}}=\frac{1}{2hk}\int_{z^2}^{h^2}\frac{dt}{\sqrt{(h^2-t)(t-z^2)}} .$$

The substitution $t=z^2+(h^2-z^2)\sin^2\alpha$ turns the last integral into $2\int_0^{\pi/2}d\alpha=\pi$. The result is $\pi/(2hk)=n/h$, independent of $z$, as uniform filling requires. The bound is therefore the minimum.

These paths have a mechanical reading. They obey $z''=-k^2z$, the equation of a harmonic oscillator. All oscillator paths released from rest reach the origin after the same quarter period, whatever their starting point, and here the "time" is the number of segments $n$. The crowding of the other chains plays the part of the force, but with the sign opposite to that in mechanics: the path moves like a particle in the inverted potential $-U$. Minimizing $\int[3z'^2/(2b^2)+U(z)]\,ds$ gives $3z''/b^2=dU/dz$, so the crowding potential per segment, in units of $kT$, is

$$U(z)=\frac{3\pi^2}{8n^2b^2}\,(h^2-z^2),$$

with its zero chosen at the top of the brush. It pushes segments away from the interface.

The distribution of ends matters for the prefactor. If every block were stretched uniformly from the interface to the height $h$, the filling would also be uniform, but the cost would be $3h^2/(2nb^2)$. The coefficient would be 1.5 instead of $\pi^2/8=1.2337$, or 22 % above the minimum.

The minimum was also tested without assuming the shape of the paths. For $h=b=n=1$, blocks of five beads were placed on a grid with 20 positions per brush height. They were attached to both faces of the layer and were free to overlap, with only the total density held uniform. The least cost was 1.2542, which is 1.7 % above $\pi^2/8$. This was a single, coarse resolution, accurate to a few percent. In a separate test, cosine paths sampled from $g(z_0)$ filled ten equal slices uniformly to within 0.01 %.

A diblock has two such blocks, each with $n=N/2$ and $h=D/4$. Its stretching energy is

$$F_{\rm el}=2\,\frac{\pi^2(D/4)^2}{8(N/2)b^2}=\frac{\pi^2D^2}{32Nb^2}.$$

The interfacial cost requires the structure of the interface on its own, much smaller scale. There, the long blocks can be treated as endless. Let $q(z,s)$ be the statistical weight of a chain piece of $s$ segments that ends at $z$, in a field $u(z)$ per segment in units of $kT$. Adding one segment averages $q$ over a Gaussian step and multiplies it by $e^{-u}$. The step has variance $b^2/3$ along $z$, so for slow variation and weak fields

$$\frac{\partial q}{\partial s}=\frac{b^2}{6}\frac{\partial^2q}{\partial z^2}-u\,q .$$

For a long chain the solution is dominated by the eigenfunction $\psi(z)$ with the lowest eigenvalue $\varepsilon$. An interior segment joins two long pieces, each with a weight proportional to $\psi$, so its density is proportional to $\psi^2$. The free energy per segment in the field is

$$\varepsilon=\frac{\int\left[(b^2/6)\psi'^2+u\psi^2\right]dz}{\int\psi^2\,dz}.$$

The second term is the energy in the field. Subtracting it leaves the conformational cost of the density profile itself, $(b^2/6)\psi'^2$ per segment volume when $\psi^2$ is the local volume fraction.

For A take $\psi=\sqrt\phi$, and for B take $\psi=\sqrt{1-\phi}$. The squared derivatives are $\phi'^2/(4\phi)$ and $\phi'^2/[4(1-\phi)]$. Since $1/\phi+1/(1-\phi)=1/[\phi(1-\phi)]$, the tension $\gamma$ follows from the minimum of

$$\frac{\gamma v}{kT}=\int_{-\infty}^{\infty}\left[\frac{b^2\phi'^2}{24\phi(1-\phi)}+\chi\phi(1-\phi)\right]dz ,$$

with $\phi$ going from 0 to 1. Write the integrand as $P^2\phi'^2+R^2$, where $P=b/\sqrt{24\phi(1-\phi)}$ and $R=\sqrt{\chi\phi(1-\phi)}$. Then

$$P^2\phi'^2+R^2=(P\phi'-R)^2+2PR\,\phi',\qquad 2PR=b\sqrt{\frac{\chi}{6}} .$$

The product $PR$ does not depend on $\phi$, and $\int\phi'\,dz=1$. The square is zero at the minimum, which gives the Helfand tension

$$\gamma=\frac{kT}{v}\,b\sqrt{\frac{\chi}{6}} .$$

The vanishing square also gives the profile, $\phi'=R/P=(2\sqrt{6\chi}/b)\,\phi(1-\phi)$. Its solution centred at $z=0$ is

$$\phi(z)=\frac12\left[1+\tanh\frac{2z}{w}\right],\qquad w=\frac{2b}{\sqrt{6\chi}} .$$

The width $w$ is the inverse of the slope at the centre. The slow-variation assumption requires $w\gg b$ and hence small $\chi$, while a thin interface requires $w\ll D/2$. Long chains can satisfy both.

The stretching energy of the chains and the tension of the interface are now known, each with its numerical prefactor, for strongly stretched chains and thin interfaces. What remains is to balance the two costs to find the period, and to see how far the result holds for chains of finite length.
